# Why Helium's Frozen-Orbital Ionization Energy Beats the Relaxed Hartree-Fock Difference

**Question.** Hartree-Fock theory offers two estimates of helium's first ionization energy. One removes an electron and leaves the other in its old orbital. The other lets the remaining electron relax, and so describes the ion exactly within the nonrelativistic model. Why is the first estimate closer to experiment, although its description of the ion is worse?

**Answer.** An ionization energy is a difference between two energies, and a better value for one of them need not improve the difference. Hartree-Fock theory places the neutral atom too high, because each electron feels only the average repulsion of the other. This error makes the ionization energy too small. Freezing the orbital places the ion too high as well, which makes the ionization energy larger. The second error therefore opposes the first. Relaxation removes the ion's error and leaves the atom's error uncompensated.

This explains the direction of the effect. Whether the frozen value ends up closer depends on the sizes of the two errors.

## The two estimates

Take a fixed point nucleus of charge $Z$, nonrelativistic electrons and Coulomb forces. In hartree atomic units, the Hamiltonian of one electron in the field of the nucleus is

$$h=-\tfrac12\nabla^2-\frac Zr .$$

In the atom's ground state, Hartree-Fock theory puts two electrons of opposite spin into one normalized orbital $\phi$. The energy is

$$E_{\rm HF}=2\langle h\rangle+J,\qquad \langle h\rangle=\langle\phi|h|\phi\rangle,\qquad J=\langle\phi|v|\phi\rangle,$$

where $v(\mathbf r)=\int|\phi(\mathbf r')|^2/|\mathbf r-\mathbf r'|\,d^3r'$ is the repulsive potential of one electron's charge cloud. The repulsion $J$ appears once because there is one pair.

The best orbital makes this energy stationary. For a small real change $\delta\phi$, the one-electron part changes by $4\langle\delta\phi|h|\phi\rangle$. The orbital occurs four times in $J$, so $J$ changes by $4\langle\delta\phi|v|\phi\rangle$. Normalization is enforced by subtracting $2\varepsilon(\langle\phi|\phi\rangle-1)$, whose change is $4\varepsilon\langle\delta\phi|\phi\rangle$. Since $\delta\phi$ is arbitrary,

$$(h+v)\phi=\varepsilon\phi .$$

Multiplying by $\phi$ and integrating gives $\varepsilon=\langle h\rangle+J$. Therefore

$$-\varepsilon=-\langle h\rangle-J=\langle h\rangle-(2\langle h\rangle+J)=\langle h\rangle-E_{\rm HF}.$$

Here $\langle h\rangle$ is the energy of an ion whose one electron still occupies $\phi$. The frozen-orbital ionization energy is thus $I_{\rm K}=-\varepsilon$.

The real ion has one electron and no electron repulsion. Its Hartree-Fock equation is therefore its Schrödinger equation, with ground-state energy $E_+=-Z^2/2$. The relaxed estimate is

$$I_\Delta=E_+-E_{\rm HF}.$$

## The condition for the frozen value to win

Let $E$ be the exact energy of the atom in this model, so that the model's true ionization energy is $I=E_+-E$. Two energies measure the errors:

$$R=\langle h\rangle-E_+,\qquad C=E_{\rm HF}-E .$$

The relaxation energy $R$ is the ion's error when its orbital is frozen. The correlation energy, taken here as the positive magnitude $C$, is the atom's Hartree-Fock error. Neither can be negative: by the variational principle, a trial function cannot give an energy below the ground state.

In fact $R$ is strictly positive. If $\phi$ were the ion's ground state, $h\phi=E_+\phi$ and $(h+v)\phi=\varepsilon\phi$ would together require $v$ to be constant wherever $\phi$ is nonzero. The potential of a localized charge cloud is not constant there.

The errors of the two estimates follow by subtraction:

$$I_\Delta-I=(E_+-E_{\rm HF})-(E_+-E)=-C,$$

$$I_{\rm K}-I=(\langle h\rangle-E_{\rm HF})-(E_+-E)=R-C .$$

The frozen value is closer when $|R-C|<C$. Both sides are nonnegative, so they may be squared:

$$R^2-2RC+C^2<C^2\quad\Longrightarrow\quad R(R-2C)<0 .$$

Since $R>0$, the condition is

$$0<R<2C .$$

The cancellation need not be complete. The ion's error may even exceed the atom's error, provided that it is less than twice as large.

## Why the relaxation energy is modest

A single exponential orbital gives an estimate of $R$ by hand. Let $\phi=\sqrt{\zeta^3/\pi}\,e^{-\zeta r}$, the ground state for a nuclear charge $\zeta$, with energy $-\zeta^2/2$. Its radial density is $P(r)=4\zeta^3r^2e^{-2\zeta r}$, so

$$\left\langle\frac1r\right\rangle=4\zeta^3\int_0^\infty re^{-2\zeta r}\,dr=\zeta .$$

The kinetic energy is then $-\zeta^2/2+\zeta\langle1/r\rangle=\zeta^2/2$, and $\langle h\rangle=\zeta^2/2-Z\zeta$.

For the repulsion, the charge inside radius $r$ acts as if it were at the centre, while each outer shell contributes its charge divided by its own radius:

$$v(r)=\frac1r\int_0^rP(x)\,dx+\int_r^\infty\frac{P(x)}x\,dx .$$

The two integrals are $1-e^{-2\zeta r}(1+2\zeta r+2\zeta^2r^2)$ and $e^{-2\zeta r}(\zeta+2\zeta^2r)$. Hence

$$v(r)=\frac1r-e^{-2\zeta r}\left(\zeta+\frac1r\right).$$

Averaging this over $P(r)$ gives

$$J=\zeta-4\zeta^3\left[\zeta\frac{2}{(4\zeta)^3}+\frac1{(4\zeta)^2}\right]
=\zeta-\frac\zeta8-\frac\zeta4=\frac58\zeta .$$

The atom's energy in this approximation is $\zeta^2-2Z\zeta+5\zeta/8$. Setting its derivative to zero gives $2\zeta-2Z+5/8=0$, or $\zeta=Z-5/16$. Each electron screens part of the nuclear charge from the other. After ionization the screening is gone, but the frozen orbital is still too wide. Its excess energy in the ion is

$$R\approx\frac{\zeta^2}{2}-Z\zeta+\frac{Z^2}{2}=\frac{(Z-\zeta)^2}{2}=\frac{25}{512}=0.0488\ \text{hartree}.$$

The nuclear charge has dropped out. A larger $Z$ makes the ion stiffer, but it also makes the mismatch $5/16$ a smaller fraction of $Z$, and in this approximation the two effects cancel.

## The numbers for helium

The Hartree-Fock equation was solved numerically with 24 spherical Gaussian functions. For the correlated energy, the wave function was expanded in products of an exponential and powers of $r_1+r_2$, $r_2-r_1$ and the interelectronic distance, up to total power six. The coefficients were chosen to minimize the energy. Going from total power five to six lowered it by $5\times10^{-6}$ hartree. The result stands for $E$ below. It is a converged variational value, not an exact one.

With $Z=2$, the energies in hartree are

- Hartree-Fock atom: $E_{\rm HF}=-2.86168$
- correlated atom: $E=-2.90372$
- relaxed ion: $E_+=-2.00000$
- ion with the frozen orbital: $\langle h\rangle=-1.94372$

The two errors are

$$R=-1.94372+2.00000=0.05628,$$

$$C=-2.86168+2.90372=0.04204 .$$

The hand estimate of $R$ is about 13% below this Hartree-Fock value. The ratio $R/C$ is 1.34, between 0 and 2, so the condition is met. The ionization energies are

| Estimate | hartree | eV | error, eV |
|---|---:|---:|---:|
| frozen | 0.91796 | 24.98 | +0.39 |
| relaxed | 0.86168 | 23.45 | −1.14 |
| correlated reference | 0.90372 | 24.59 | — |

The errors are relative to the correlated reference. The frozen value is too high because $R$ exceeds $C$: the ion's error more than cancels the atom's error.

The size of $R$ can also be read from the ion's own states. Expand the frozen orbital in eigenstates of $h$ with energies $e_n$ and weights $w_n$, including the continuum. Then

$$R=\sum_n w_n(e_n-E_+).$$

The calculated ground-state weight is 0.968. The remaining 0.032 carries the whole of $R$, at an average excitation energy of about $0.0563/0.0323=1.74$ hartree. An orbital can thus resemble the ion's ground state closely and still cost an energy comparable with $C$.

## What decides the order

Correlation lets the electrons avoid each other in two ways. One may be near the nucleus while the other is far out, or they may prefer opposite sides of the nucleus. The second possibility can be removed by allowing the pair wave function to depend on $r_1$ and $r_2$ alone. The Hartree-Fock solution is spherical and remains available, so $E_{\rm HF}$, $E_+$ and $R$ do not change.

Minimizing the energy under this restriction, in the same Gaussian basis, gives $-2.87903$ hartree for the atom. The correlation energy is now only

$$C_{\rm radial}=-2.86168+2.87903=0.01735\ \text{hartree}.$$

Twice this is 0.0347 hartree, less than $R$. In this restricted model the frozen value is wrong by $+0.03893$ hartree and the relaxed value by $-0.01735$ hartree. The relaxed value wins. The rest of $C$, 0.0247 hartree, comes from adding angular correlation, and without it the frozen value would not be ahead. In this division neither part reaches $R/2=0.0281$ hartree, but their sum does. The division depends on the order in which the two kinds of correlation are added, so 0.0247 hartree is not the energy that angular correlation would give by itself.

## Other nuclear charges

The same calculations for other two-electron systems, in hartree, give

| $Z$ | $R$ | $C$ | frozen error | relaxed error |
|---:|---:|---:|---:|---:|
| 1 | 0.0583 | 0.0398 | +0.0185 | −0.0398 |
| 2 | 0.0563 | 0.0420 | +0.0142 | −0.0420 |
| 10 | 0.0556 | 0.0457 | +0.0099 | −0.0457 |

The frozen value is closer in each case. Both $R$ and $C$ change little, while the reference ionization energy rises from 0.028 hartree at $Z=1$ to 43.91 hartree at $Z=10$. The choice between the estimates thus matters much less, as a fraction of the ionization energy, at high nuclear charge.

At $Z=1$ it matters qualitatively. With both electrons in one orbital, the relaxed difference is $-0.0121$ hartree, which places the negative hydrogen ion above a hydrogen atom and a free electron. This negative value depends on the shared orbital: if the two electrons occupy different orbitals in a single determinant (unrestricted Hartree-Fock), one can move away and the difference rises towards zero from below. A singlet pair function symmetrized over two different exponentials is no longer a single determinant. It already contains radial correlation and binds the ion by 0.013 hartree. The correlated energy shows that the ion is in fact bound. The frozen estimate has the right sign, but at 0.0462 hartree it is far too large.

## From the model to experiment

The two estimates are equally far from a value halfway between them, at 24.21 eV. Any true value above this midpoint favours the frozen estimate. The reference lies 0.38 eV above it.

The finite nuclear mass enters in two ways. Replacing the electron mass by the reduced mass lowers the ionization energy by 0.0034 eV. The coupling of the two electrons' momenta through the moving nucleus contributes at most 0.011 eV in magnitude. This bound follows from $|\langle\mathbf p_1\cdot\mathbf p_2\rangle|\le\langle p_1^2\rangle=|E|$, divided by the nuclear mass in electron masses. The equality is the virial theorem for two equivalent electrons. A scalar-relativistic Hartree-Fock calculation, with relativity included in the one-electron terms, changes the relaxed difference by about $-0.0001$ eV.

Relativistic corrections to the electron repulsion and radiative effects were not calculated. The measured value, 25 eV to two figures, also lies above the midpoint, so the order found in the model holds for the real atom.

## When relaxation should be kept

With more than two electrons, the ion has a correlation energy of its own, $C_+$. If $I_\Delta$ is the difference between separately optimized Hartree-Fock energies, then

$$I=(E_{+,\rm HF}-C_+)-(E_{\rm HF}-C)=I_\Delta+(C-C_+).$$

Freezing the orbitals adds $R$ to $I_\Delta$, so its error is $R-(C-C_+)$. For positive $R$, the condition becomes $R<2(C-C_+)$. If removing the electron changes the correlation energy little, or if the remaining electrons relax strongly, the condition can fail and the relaxed calculation is then the better one. Helium's result is therefore no reason to neglect relaxation in a larger atom or in a molecule. There, both energies have to be assessed.
